\section*{Thomas-Fermi nuclear stopping in closed form, with its logarithmic tail, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: integrating the scattering function}

\subsection{A case that can be seen through: Coulomb scattering with a cutoff}

Let an ion of charge number $Z_1$, mass $M_1$ and energy $E$ pass a resting nucleus $Z_2$, $M_2$ at impact parameter $b$. Suppose first that the two repel as bare charges, and that all collisions gentler than some limit are simply discarded. The energy loss is then a logarithm divided by the energy. The full problem differs in how the gentle collisions are removed.

Atomic units are used in the algebra, so the Coulomb energy is $Z_1Z_2/r$. The collisions are taken as binary, elastic, classical and nonrelativistic. With $v$ the ion speed and $\mu=M_1M_2/(M_1+M_2)$, the energy of relative motion is
\begin{equation}
E_c=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}\,E .
\end{equation}
The relative orbit is symmetric about the line from the force centre to the point of closest approach. If $\theta$ is the deflection in the centre-of-mass frame, the momentum changes by $2\mu v\sin(\theta/2)$ along that line. Let $\varphi$ be the polar angle measured from it. Conservation of angular momentum, $r^2\,d\varphi/dt=vb$, turns the time integral of the force into an angular one:
\begin{align}
2\mu v\sin\frac{\theta}{2}
&=\int\frac{Z_1Z_2}{r^2}\cos\varphi\,dt
=\frac{Z_1Z_2}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi \nonumber\\
&=\frac{2Z_1Z_2}{vb}\cos\frac{\theta}{2}.
\end{align}
The limits follow because the orbit sweeps a total angle $\pi-\theta$. Division gives $\tan(\theta/2)=Z_1Z_2/(2E_cb)$.

Now choose a length $a$, which will later be the screening length, and define
\begin{equation}
\beta=\frac ba,\qquad
\varepsilon=\frac{aE_c}{Z_1Z_2},\qquad
x=\varepsilon\sin\frac{\theta}{2}.
\end{equation}
Then $\tan(\theta/2)=1/(2\varepsilon\beta)$. Since $1/\sin^2(\theta/2)=1+1/\tan^2(\theta/2)$,
\begin{equation}
\frac{\varepsilon^2}{x^2}=1+4\varepsilon^2\beta^2,
\qquad
\beta^2=\frac14\left(\frac1{x^2}-\frac1{\varepsilon^2}\right).
\label{eq:coulomb}
\end{equation}
The cross section for deflections in a range $dx$ is the area of the corresponding ring, $d\sigma=\pi a^2|d\beta^2|$, so
\begin{equation}
d\sigma=\pi a^2\frac{dx}{2x^3}.
\label{eq:rutherford}
\end{equation}

The energy $T$ given to the target also depends on $x$. In the centre-of-mass frame the target has speed $V=M_1v/(M_1+M_2)$ before and after the collision, and its velocity turns through $\theta$. Its velocity therefore changes by $2V\sin(\theta/2)$. It was at rest in the laboratory, so this change is its final laboratory speed. With $v^2=2E/M_1$,
\begin{equation}
T=\tfrac12M_2\,4V^2\sin^2\frac\theta2
=T_m\frac{x^2}{\varepsilon^2},
\qquad
T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .
\label{eq:transfer}
\end{equation}
The hardest collision is head-on, with $\theta=\pi$ and $x=\varepsilon$. If collisions with $x<c$ are discarded, the stopping cross section for $\varepsilon>c$ is
\begin{equation}
S=\int T\,d\sigma
=\frac{\pi a^2T_m}{2\varepsilon^2}\int_c^\varepsilon\frac{dx}{x}
=\frac{\pi a^2T_m}{\varepsilon}\,
\frac{\ln(\varepsilon/c)}{2\varepsilon}.
\label{eq:sharp}
\end{equation}
The last factor is the reduced stopping $s_n$ for a sharp cutoff. Its coefficient $1/2$ is that of the Coulomb cross section. Without a cutoff the integral diverges at small $x$, because distant collisions are too numerous.

A real atom supplies the cutoff, since its electrons hide the nucleus from distant ions. For small deflections, $2\varepsilon\beta\gg1$, equation \eqref{eq:coulomb} gives $x\simeq1/(2\beta)$. A limit at a fixed distance is then a limit at a fixed $x$, whatever the energy. This is why the logarithm contains $\varepsilon$ to the first power.

\subsection{Screening and the one-variable cross section}

For a screened interaction write
\begin{equation}
V(r)=\frac{Z_1Z_2}{r}\,\phi\!\left(\frac ra\right),
\qquad
a=\frac{(9\pi^2/128)^{1/3}}{(Z_1^{2/3}+Z_2^{2/3})^{1/2}},
\end{equation}
where $\phi(0)=1$. This choice of $a$ is the Lindhard form of the Thomas-Fermi length for two atoms. It is part of the model.

For a small deflection the path is nearly straight. Let $\zeta$ be the distance along it in units of $a$. The sideways impulse is the time integral of $-\partial V/\partial b$, and division by $\mu v$ gives
\begin{equation}
\theta\simeq\frac{1}{2\varepsilon}\,g(\beta),
\qquad
g(\beta)=-\frac{d}{d\beta}\int_{-\infty}^{\infty}
\frac{\phi(\sqrt{\beta^2+\zeta^2})}{\sqrt{\beta^2+\zeta^2}}\,d\zeta .
\end{equation}
The prefactor arises from $Z_1Z_2/(a\mu v^2)=1/(2\varepsilon)$. Hence $x\simeq\varepsilon\theta/2=g(\beta)/4$ depends on $\beta$ alone. In this limit the ring area per $dx$ is a function of $x$ alone, which may be written
\begin{equation}
d\sigma=\pi a^2\,\frac{f(x)}{x^2}\,dx .
\label{eq:dsigma}
\end{equation}
With $t=x^2$ this is the common form $d\sigma=\pi a^2f(t^{1/2})\,dt/(2t^{3/2})$.

The model uses \eqref{eq:dsigma} at all angles, with $x=\varepsilon\sin(\theta/2)$. For large deflections by a screened potential this is an assumption. For a bare Coulomb force it holds at every angle: comparison with \eqref{eq:rutherford} gives $f=1/(2x)$.

The Winterbon-Sigmund-Sanders function is
\begin{equation}
f(x)=\lambda x^{1-2m}\left[1+\left(2\lambda x^{2-2m}\right)^q\right]^{-1/q}.
\label{eq:wssgeneral}
\end{equation}
At large $x$ the bracket raised to $-1/q$ tends to $1/(2\lambda x^{2-2m})$, so $f\to1/(2x)$. The factor 2 inside the bracket thus secures the Coulomb limit. The parameters fitted to Thomas-Fermi scattering are $m=1/3$, $q=2/3$ and $\lambda=1.309$:
\begin{equation}
f(x)=\lambda x^{1/3}\left[1+(2\lambda x^{4/3})^{2/3}\right]^{-3/2}.
\label{eq:wss}
\end{equation}

From \eqref{eq:transfer} and \eqref{eq:dsigma}, the factors $x^2$ cancel in the stopping integral:
\begin{equation}
S=\frac{\pi a^2T_m}{\varepsilon^2}\int_0^\varepsilon f(x)\,dx
=\frac{\pi a^2T_m}{\varepsilon}s_n(\varepsilon),
\qquad
s_n(\varepsilon)=\frac1\varepsilon\int_0^\varepsilon f(x)\,dx .
\label{eq:sn}
\end{equation}
The reduced stopping is therefore the mean of $f$ from zero to $\varepsilon$. Inserting $T_m$ and $\varepsilon$ gives the equivalent prefactor
\begin{equation}
S=\frac{4\pi aZ_1Z_2M_1}{M_1+M_2}\,s_n .
\end{equation}

\subsection{The integral}

Set $w=2\lambda x^{2-2m}$ in \eqref{eq:wssgeneral}. Then $\lambda x^{1-2m}=w/(2x)$, and logarithmic differentiation gives $dx/x=dw/[2(1-m)w]$. Therefore
\begin{equation}
f\,dx=\frac w2(1+w^q)^{-1/q}\frac{dx}{x}
=\frac{(1+w^q)^{-1/q}}{4(1-m)}\,dw .
\end{equation}
For $m=1/3$ the prefactor is $3/8$. For $q=2/3$ the substitution $w=u^3$ removes the fractional power, since $w^q=u^2$ and $dw=3u^2du$:
\begin{equation}
f\,dx=\frac98\,\frac{u^2}{(1+u^2)^{3/2}}\,du,
\qquad
u=(2\lambda)^{1/3}x^{4/9}.
\label{eq:udiff}
\end{equation}
Let $U=(2\lambda)^{1/3}\varepsilon^{4/9}$ be the value at the upper limit. Split $u^2$ into $u\cdot u$. Because $u(1+u^2)^{-3/2}$ is the derivative of $-(1+u^2)^{-1/2}$, integration by parts gives
\begin{align}
\int_0^U\frac{u^2\,du}{(1+u^2)^{3/2}}
&=\left[-\frac{u}{\sqrt{1+u^2}}\right]_0^U
+\int_0^U\frac{du}{\sqrt{1+u^2}}\nonumber\\
&=\operatorname{arsinh}U-\frac{U}{\sqrt{1+U^2}} .
\end{align}
The boundary term vanishes at zero. Thus
\begin{equation}
s_n(\varepsilon)=\frac{9}{8\varepsilon}
\left[\operatorname{arsinh}U-\frac{U}{\sqrt{1+U^2}}\right],
\qquad
U=(2\lambda)^{1/3}\varepsilon^{4/9},
\label{eq:closed}
\end{equation}
with $\operatorname{arsinh}U=\ln(U+\sqrt{1+U^2})$. This is an identity for the function \eqref{eq:wss}; its physical accuracy is limited by the fit and by the use of one variable at all angles.

\subsection{The tail, the slow limit and the maximum}

For large $U$ put $h=U^{-2}$. Then
\begin{align}
\operatorname{arsinh}U&=\ln U+\ln(1+\sqrt{1+h})
=\ln(2U)+\frac h4+O(h^2),\\
\frac{U}{\sqrt{1+U^2}}&=(1+h)^{-1/2}=1-\frac h2+O(h^2).
\end{align}
Subtract and multiply by $9/4$. The term $(9/4)\ln U$ contains $(9/4)(4/9)\ln\varepsilon=\ln\varepsilon$, so
\begin{equation}
2\varepsilon s_n=\ln(C\varepsilon)+\frac{27}{16U^2}+O(U^{-4}),
\qquad
C=\left(\frac2e\right)^{9/4}(2\lambda)^{3/4}.
\label{eq:tail}
\end{equation}
Here $27/(16U^2)=0.888\,\varepsilon^{-8/9}$ and $C=1.032$. The leading behaviour is
\begin{equation}
s_n\sim\frac{\ln\varepsilon}{2\varepsilon}.
\end{equation}
Its relative error eventually falls as $\ln C/\ln\varepsilon$, which is slow but has a small numerator, $\ln C=0.031$. The smallness comes from the fitted $\lambda$: $C$ would equal one if $2\lambda=(e/2)^3$.

For small $U$, $\operatorname{arsinh}U=U-U^3/6+\dots$ and $U/\sqrt{1+U^2}=U-U^3/2+\dots$. The bracket in \eqref{eq:closed} is then $U^3/3$, and
\begin{equation}
s_n\simeq\frac{3\lambda}{4}\varepsilon^{1/3}=0.982\,\varepsilon^{1/3}.
\end{equation}
This limit should not be pressed too far. At small $x$, $f\propto x^{1/3}$ gives $|d\beta^2|\propto x^{-5/3}dx$, hence $x\propto\beta^{-3}$, as for a potential falling as $r^{-3}$. The neutral Thomas-Fermi atom obeys $\phi''=\phi^{3/2}/\sqrt{\rho}$, with $\rho$ the distance in units of the atom's own screening length, and its decaying form $\phi=144/\rho^3$ makes the potential fall as $r^{-4}$. The fit does not describe that last region. The one-variable form is a second limitation. With $f\propto x^{1/3}$, half of the stopping comes from $x>2^{-3/4}\varepsilon$, or $\theta>73^\circ$, where that form is only an assumption.

Between the limits lies one maximum. Differentiating $\varepsilon s_n=\int_0^\varepsilon f\,dx$ gives $s_n'=(f-s_n)/\varepsilon$. The logarithmic slope of $f$ is $1/3-(4/3)u^2/(1+u^2)$, which falls steadily from $1/3$ to $-1$, so $f$ rises once and then falls. Its running mean rises until it meets the falling $f$ and decreases afterwards. The crossing is at $\varepsilon=0.299$, where $s_n=0.413$.

Integrating the fitted scattering function directly has given a closed form for the reduced nuclear stopping $s_n$, with its logarithmic high-energy tail, its slow limit and its single maximum. What remains is to apply it to silicon ions in silicon, derive it again as an average over cutoffs, and compare it with orbit calculations and the conditions of a real implant.
